# Where charge neutrality places the walls of a free-electron film

A thin metal film confines its conduction electrons across its thickness if the substrate reflects them, and their energies then change as atomic layers are added. The simplest model puts free electrons between two infinitely high walls. The ions are replaced by jellium, a uniform positive background of number density \(n_0\), thickness \(L\) and sharp edges. The walls need not stand at those edges. Let them stand a distance \(b\) outside each edge, so that their separation is

\[
D=L+2b .
\]

The potential between the walls is flat, the band is parabolic and isotropic, each orbital state holds two spins, and the temperature is zero until part (g). Energies are measured from the flat bottom of the well. The bulk Fermi wavevector \(k_F\) is fixed by \(n_0=k_F^3/(3\pi^2)\), and the bulk Fermi energy is \(E_F=\hbar^2k_F^2/2m\).

## (a) How many electrons does the film hold?

*Find the number of electrons per unit area, \(N\), when the Fermi energy is \(E_F\). Express it through \(x=k_FD/\pi\) and the fractional part \(\theta\) of \(x\).*

**Solution.** The wavefunction vanishes at both walls, so the motion across the film is \(\sin k_nz\) with \(k_n=n\pi/D\) and \(n=1,2,\dots\) The value \(n=0\) is excluded because it gives a wavefunction that is zero everywhere.

In subband \(n\), the occupied in-plane wavevectors fill a disc of squared radius \(k_F^2-k_n^2\). With two spins and \(1/(4\pi^2)\) orbital states per unit area of wavevector space, the subband holds

\[
f_n=2\,\frac{\pi(k_F^2-k_n^2)}{4\pi^2}=\frac{k_F^2-k_n^2}{2\pi}
\]

electrons per unit area. The highest occupied subband is \(M=x-\theta\), the integer part of \(x\). Since \(k_F=\pi x/D\),

\[
N=\frac{\pi}{2D^2}\,S,\qquad S=\sum_{n=1}^{M}(x^2-n^2)=Mx^2-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6 .
\]

Now insert \(M=x-\theta\) term by term:

\[
\begin{aligned}
Mx^2&=x^3-\theta x^2,\\
-\tfrac13M^3&=-\tfrac13x^3+\theta x^2-\theta^2x+\tfrac13\theta^3,\\
-\tfrac12M^2&=-\tfrac12x^2+\theta x-\tfrac12\theta^2,\\
-\tfrac16M&=-\tfrac16x+\tfrac16\theta .
\end{aligned}
\]

The terms in \(\theta x^2\) cancel. With the abbreviations

\[
B_2=\theta^2-\theta+\tfrac16,\qquad B_3=\theta^3-\tfrac32\theta^2+\tfrac12\theta ,
\]

the sum is \(S=\tfrac23x^3-\tfrac12x^2-B_2x+\tfrac13B_3\). Restoring \(x=k_FD/\pi\) gives

\[
N=\frac{k_F^3D}{3\pi^2}-\frac{k_F^2}{4\pi}-\frac{k_F}{2D}B_2+\frac{\pi}{6D^2}B_3 .
\]

The first term is the bulk density times the wall separation. The second does not depend on thickness and equals \(-f_0/2\), half the population that a subband \(n=0\) would have had. The remaining terms oscillate as subbands fill and vanish for large \(D\).

## (b) Where must the walls stand?

*The film is neutral and its Fermi energy has the bulk value. Find \(b\) for a thick film, and bound the error at finite thickness.*

**Solution.** Neutrality requires \(N=n_0L=n_0(D-2b)\). The term \(n_0D\) cancels the first term of \(N\), leaving

\[
2bn_0=\frac{k_F^2}{4\pi}+\frac{k_F}{2D}B_2-\frac{\pi}{6D^2}B_3 .
\]

Division by \(2n_0=2k_F^3/(3\pi^2)\) gives

\[
b=\frac{3\pi}{8k_F}+\frac{3\pi^2}{4k_F^2D}B_2-\frac{\pi^3}{4k_F^3D^2}B_3 .
\]

For \(k_FD\to\infty\) only the first term survives:

\[
\boxed{\,b_0=\frac{3\pi}{8k_F}\,}
\]

The sign is positive, so the walls lie outside the background. Electrons are depleted next to a hard wall, and the extra width compensates for this. Relative to \(b_0\), the finite-film result is

\[
\frac{b}{b_0}=1+\frac{2B_2}{x}-\frac{2B_3}{3x^2}.
\]

To bound the deviation, write \(B_2=\tfrac16-\theta(1-\theta)\) and \(B_3=\theta(1-\theta)(\tfrac12-\theta)\). Then

\[
\frac b{b_0}-1=\frac1{3x}-\frac{2\theta(1-\theta)}{x}\left[1+\frac{\frac12-\theta}{3x}\right].
\]

For \(x\ge1\) the bracket is positive, so the deviation is at most \(1/(3x)\). On the negative side, \(B_2\ge-\tfrac1{12}\) and \(|B_3|\le\tfrac18\), so the deviation is no lower than \(-1/(6x)-1/(12x^2)\ge-1/(4x)\). Its magnitude therefore never exceeds \(1/(3x)\).

Thus \(3\pi/(8k_F)\) is a thick-film limit. In a thin film at the bulk Fermi energy, the neutral wall position oscillates about it.

## (c) Is each surface neutral by itself?

*Part (b) fixes the sum of the two offsets. Show from the electron density that each wall separately requires \(b_0\).*

**Solution.** Let \(D\to\infty\) and measure \(z\) from one wall. The normalized density of state \(n\) is \((2/D)\sin^2k_nz\), and the sum over \(n\) becomes \((D/\pi)\int dk\). Hence

\[
n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\sin^2(kz)\,dk .
\]

Use \(\sin^2kz=\tfrac12(1-\cos2kz)\). The constant part gives \(\frac1{2\pi^2}\cdot\frac23k_F^3=n_0\). In the cosine part, integrate by parts. The boundary term vanishes at both ends, and

\[
\int_0^{k_F}(k_F^2-k^2)\cos2kz\,dk=\frac1z\int_0^{k_F}k\sin2kz\,dk=\frac{\sin u-u\cos u}{4z^3},\qquad u=2k_Fz .
\]

Since \(4z^3=u^3/(2k_F^3)\) and \(k_F^3/\pi^2=3n_0\),

\[
n(z)=n_0\left[1-\frac{3(\sin u-u\cos u)}{u^3}\right].
\]

The density is zero at the wall and approaches \(n_0\) with decaying oscillations. The number of missing electrons per unit area is

\[
\int_0^\infty(n_0-n)\,dz=\frac{3n_0}{2k_F}\int_0^\infty\frac{\sin u-u\cos u}{u^3}\,du .
\]

The derivative of \(\sin u-u\cos u\) is \(u\sin u\). Integrating \(u^{-3}\) by parts gives

\[
\int_0^\infty\frac{\sin u-u\cos u}{u^3}du=\left[-\frac{\sin u-u\cos u}{2u^2}\right]_0^\infty+\frac12\int_0^\infty\frac{\sin u}{u}du=\frac\pi4 .
\]

The bracket vanishes at zero, where its numerator is of order \(u^3\), and at infinity. The deficit is therefore \(3\pi n_0/(8k_F)\). The background is absent between the wall and its edge, which removes \(n_0b\) positive charges. Equating the two gives \(b=b_0\) at each wall.

Neutrality of the total charge does not remove the local charge. The surface carries a dipole layer, which is evaluated in part (g).

## (d) What if the walls are fixed and the Fermi energy adjusts?

*Hold \(b\) constant while the thickness changes. Find the leading shift \(\delta E\) of the film's Fermi energy from \(E_F\).*

**Solution.** Let the film's Fermi wavevector be \(k_F(1+\varepsilon)\) with small \(\varepsilon\). The leading change of \(N\) comes from its first term and equals \(\varepsilon k_F^3D/\pi^2\). Neutrality then reads

\[
\varepsilon\frac{k_F^3D}{\pi^2}\simeq\frac{k_F^2}{4\pi}-2bn_0+\frac{k_F}{2D}B_2
=\frac{k_F^2}{4\pi}\left(1-\frac b{b_0}\right)+\frac{k_F}{2D}B_2 ,
\]

because \(2b_0n_0=k_F^2/(4\pi)\). Since \(\delta E/E_F\simeq2\varepsilon\), there are two cases.

- For \(b\ne b_0\), the leading shift is \(\delta E/E_F\simeq(1-b/b_0)/(2x)\). Walls at the jellium edges, \(b=0\), give \(1/(2x)\).
- For \(b=b_0\), this term vanishes and \(\delta E/E_F\simeq B_2/x^2\).

A wrong constant offset thus produces a smooth drift of the Fermi energy with thickness, of order \(1/x\), which can hide the smaller quantum oscillation. With \(b=b_0\) the oscillation is the leading term.

## (e) Does the rule survive a finite barrier?

*Replace each wall by a potential step of height \(\hbar^2\kappa_0^2/2m\), with \(\kappa_0\ge k_F\). Find the neutral step position \(b_s\) in a thick film at the bulk Fermi energy, and the hard wall equivalent to it for electrons at \(E_F\).*

**Solution.** With one step at \(z=0\), the wave inside is \(\sin(kz+\delta)\). Outside it decays as \(e^{\kappa z}\) for \(z<0\), with \(\kappa^2=\kappa_0^2-k^2\). Continuity of \(\psi'/\psi\) gives \(k\cot\delta=\kappa\), and hence

\[
\sin\delta=\frac{k}{\kappa_0},\qquad kD+2\delta(k)=n\pi ,
\]

where the second equation adds the same phase at the other step, and \(D=L+2b_s\) is now the step separation. The label \(n=0\) corresponds to \(k=0\) and again to no state.

For a thick film the trapezoidal rule replaces the sum from \(n=1\) by an integral from \(n=0\) minus half the term at \(n=0\). The error of this rule is bounded by the total variation of the slope \(df_n/dn=-k/(D+2\delta')\), which is of order \(1/D\). The incomplete interval above the last occupied subband adds an error of the same order, because \(f_n\) is itself of order \(1/D\) there. Both vanish as \(D\to\infty\). With \(dn=(D+2\delta')dk/\pi\),

\[
N\simeq\frac1{2\pi^2}\int_0^{k_F}(k_F^2-k^2)(D+2\delta')\,dk-\frac{k_F^2}{4\pi}.
\]

Integration by parts gives \(\int_0^{k_F}(k_F^2-k^2)\delta'dk=2\int_0^{k_F}k\delta\,dk\), so

\[
N\simeq n_0D+\frac2{\pi^2}\int_0^{k_F}k\,\delta(k)\,dk-\frac{k_F^2}{4\pi}.
\]

Setting \(N=n_0(D-2b_s)\) and dividing by \(2n_0\) yields

\[
b_s=b_0-\frac3{k_F^3}\int_0^{k_F}k\,\delta(k)\,dk .
\]

The step lies inside the hard-wall position because electrons penetrate it. A hard wall a distance \(s\) beyond the step would give \(k(D+2s)=n\pi\). It reproduces the phase at \(k\) if \(s=\delta(k)/k\). At the Fermi energy the equivalent hard wall is therefore at

\[
b_{\rm eq}=b_s+\frac{\delta(k_F)}{k_F}.
\]

Suppose the phase were linear, \(\delta=ck\). The integral would be \(ck_F^3/3\), giving \(b_s=b_0-c\) and \(b_{\rm eq}=b_0\). Penetration then merely relabels the wall position, and only the curvature of \(\delta(k)\) moves the equivalent wall.

The lowest barrier considered, \(\kappa_0=k_F\), tests the rule most severely. There

\[
\int_0^1t\arcsin t\,dt=\frac\pi4-\frac12\int_0^1\frac{t^2\,dt}{\sqrt{1-t^2}}=\frac\pi8 ,
\]

so \(b_s=0\) and \(b_{\rm eq}=\pi/(2k_F)=\tfrac43b_0\). In the opposite limit, \(\kappa_0\to\infty\), the phase vanishes and both positions become \(b_0\).

## (f) A lithium film of 20 layers

*Estimate the offset and its effect for a lithium film of 20 (110) layers. Use one conduction electron per atom, a bcc lattice parameter of 0.35 nm and a work function of 2.9 eV, all rough typical values.*

**Solution.** A bcc cell holds two atoms, so

\[
n_0=\frac{2}{(0.35\ {\rm nm})^3}=46.65\ {\rm nm^{-3}},\qquad k_F=(3\pi^2n_0)^{1/3}=11.14\ {\rm nm^{-1}} .
\]

With the free-electron mass, \(E_F=4.725\) eV. The offset is

\[
b_0=\frac{1.1781}{11.14\ {\rm nm^{-1}}}=0.106\ {\rm nm}=1.06\ \text{Å}.
\]

The layer spacing is \(0.35/\sqrt2=0.2475\) nm, so \(b_0\) is 0.43 of a layer. The jellium edge lies half a spacing outside the last atomic plane. For 20 layers \(L=4.950\) nm and \(D=L+2b_0=5.161\) nm. The two offsets together add almost one layer to the electronic width.

Because \(2k_Fb_0/\pi=\tfrac34\), walls at \(b_0\) give \(x=k_FL/\pi+\tfrac34=18.30\), and 18 subbands are occupied. The highest has energy

\[
E_{18}=4.725\ {\rm eV}\left(\frac{18}{18.30}\right)^2\approx4.57\ {\rm eV}.
\]

With \(b=0\) and the same \(L\), it would be 4.97 eV. That model's own Fermi energy, found by solving neutrality with the subband sum, is only 0.138 eV above the bulk value, at 4.86 eV. Subband 18 would then be empty, so the offset changes even the number of occupied subbands.

Solving neutrality numerically for several thicknesses gives the following values. The middle column holds the Fermi energy at \(E_F\); the last holds the offset at \(b_0\).

| Layers | \(b\) (nm) | \(\delta E\) (meV) |
|---:|---:|---:|
| 5 | 0.10735 | 8.46 |
| 10 | 0.10394 | −4.55 |
| 20 | 0.10531 | −0.61 |
| 40 | 0.10600 | 0.13 |

The digits display small differences within the model and are not its accuracy for lithium. For 20 layers, \(\theta=0.296\) and \(B_2=-0.042\). Part (d) then predicts \(-0.042\times4725/18.30^2\approx-0.6\) meV, in agreement with the table. One added layer raises \(x\) by 0.877, so \(\theta\) falls by 0.123, modulo one, and the shift oscillates with a period of about eight layers.

## (g) What does the model leave out?

*Estimate the main neglected effects for the same film, and state what they imply for the use of \(b_0\).*

**Solution.**

**Finite barrier.** A step of height \(4.725+2.9=7.625\) eV has \(k_F/\kappa_0=\sqrt{4.725/7.625}=0.787\). Numerical evaluation of the integral in part (e) puts the step at \(b_s=0.0295\) nm. The equivalent hard wall at \(E_F\) is at

\[
b_{\rm eq}=0.0295+\frac{\arcsin0.787}{11.14}\approx0.111\ {\rm nm},
\]

5% beyond \(b_0\). Solving the step's quantization condition for \(n=18\) gives 4.56 eV, about 15 meV below the hard-wall energy. The step itself moves a long way, but the equivalent wall moves little. These numbers hold for an abrupt step. A real surface barrier rises smoothly, and a self-consistent local-density treatment of the same jellium film puts the equivalent wall about 13% beyond \(b_0\) and subband 18 about 50 meV below the hard-wall energy.

**Surface dipole.** The charge density near a hard wall is \(\rho=e(n_+-n)\), where \(n_+\) is \(n_0\) for \(z>b_0\) and zero otherwise. Each surface is neutral, so Poisson's equation gives the potential deep inside relative to the wall as \(\Delta\phi=\varepsilon_0^{-1}\int_0^\infty z\rho\,dz\). From part (c),

\[
\int_0^\infty z(n_0-n)dz=\frac{3n_0}{4k_F^2}\int_0^\infty\frac{\sin u-u\cos u}{u^2}du=\frac{3n_0}{4k_F^2},
\]

because the integrand is the derivative of \(-\sin u/u\). Subtracting the missing background's moment, \(n_0b_0^2/2\), gives

\[
e\Delta\phi=\frac{e^2n_0}{\varepsilon_0k_F^2}\left(\frac34-\frac{9\pi^2}{128}\right)=0.38\ {\rm eV}.
\]

This is 8% of \(E_F\). It lowers the electron energy inside relative to the wall. A self-consistent calculation would include this potential together with exchange and correlation; the flat well does not. The value belongs to the hard-wall density, in which no electrons spill past the wall, and it understates the dipole of a penetrable surface. The finite step above gives about 0.9 eV between interior and vacuum, and a self-consistent local-density jellium surface of this density gives about 1.7 eV.

**Temperature.** At 300 K, \(k_BT=0.026\) eV, against a subband spacing near \(E_F\) of about \(2E_F/x=0.52\) eV. Repeating the neutrality calculation with Fermi–Dirac occupations, and a chemical potential that preserves the bulk density, changes \(b\) from 0.1053 to 0.1054 nm.

**Fermi-surface shape and mass.** For an ellipsoid with semi-axis \(k_z\) along the normal and \(k_p\) in the plane, \(n_0=k_zk_p^2/(3\pi^2)\) and \(f_0=k_p^2/(2\pi)\). The thick-film condition \(2bn_0=f_0/2\) gives \(b=3\pi/(8k_z)\). An ellipsoid 5% longer along the normal than the sphere of equal density would reduce \(b_0\) to 0.101 nm. Lithium's Fermi surface is not such an ellipsoid: it has cubic symmetry and bulges along all the ⟨110⟩ directions. For a closed surface that is symmetric about the plane \(k_z=0\) and does not reach the zone boundary along the normal, with the quantization \(k_z=n\pi/D\) retained and central cross-section \(A_0\), \(f_0=A_0/(2\pi^2)\) and the same condition gives \(b=A_0/(8\pi^2n_0)\). A local bulge along the normal therefore moves the wall only as far as it changes the ratio \(A_0/n_0\). An isotropic effective mass leaves \(b_0\) unchanged at fixed density, but rescales the hard-wall energies.

**Lattice potential.** The (110) planes place a zone boundary at \(\pi/d\), with \(d\) the layer spacing, and \(k_F\) is 0.88 of that value. To size the effect, couple the plane wave \(k\) to \(k\pm2\pi/d\) with matrix elements of 1.5 eV, corresponding to a rough gap of 3 eV. The lowest eigenvalue of the resulting three-wave matrix at \(k_F\), measured from its value at \(k=0\), lies 0.48 eV below the free-electron \(E_F\). That is nearly a whole subband spacing of the flat well. This one-dimensional model keeps only two of the twelve ⟨110⟩ reciprocal vectors and understates the effect in lithium. A local-density band calculation gives a similar gap, about 2.9 eV, but an occupied bandwidth of about 3.5 eV instead of 4.7 eV, and a lowering of about 1.4 eV for the state at \(k_F\) along [110].

In these estimates the softness of the barrier moves the equivalent wall by about 5% for an abrupt step and about 13% for a self-consistent barrier, while the lattice potential can move subband energies, measured from the band bottom, by half an electronvolt to more than one. The neutrality rule was derived for a flat well, and a lattice potential can change the offset as well. For real lithium, \(b_0\) therefore indicates only the rough size of the extra width, and the listed energies are not predictions. A real film also has a substrate on one side, whose barrier differs from that of vacuum. The equivalent walls of part (e) then stand at different offsets \(b_1\) and \(b_2\), and the effective width is \(D=L+b_1+b_2\). True hard walls around a flat well would both stand at \(b_0\), by part (c). If the surfaces are rough, the width itself varies from place to place.
